# Silicon conduction valleys projected onto (001) and (111) silicide interface zones, part 1

(Sections cited here and not found follow in the second part.)

## First half: the geometry of the projection

Let $a$ be the lattice constant of the conventional cubic cell of silicon. Positions are measured in units of $a$ and wave vectors in units of $2\pi/a$, both with components along the cubic axes. A plane wave then has the phase factor $e^{2\pi i\,\mathbf k\cdot\mathbf r}$. The translations of the silicon crystal form the face-centred cubic lattice

$$
\mathbf R=\tfrac12(i,j,l),\qquad i+j+l\ \text{even},
$$

with integers $i,j,l$. A vector $\mathbf G$ belongs to the reciprocal lattice if $\mathbf G\cdot\mathbf R$ is an integer for every $\mathbf R$. This gives the vectors whose three components are integers that are either all even or all odd. They form a body-centred cubic lattice with a cubic cell of side 2 that contains two points, so the bulk Brillouin zone has the volume $2^3/2=4$.

The conduction band of silicon has six equivalent lowest minima, called valleys, at

$$
\mathbf k=\kappa\,\mathbf e,\qquad \mathbf e\in\{\pm\hat{\mathbf x},\pm\hat{\mathbf y},\pm\hat{\mathbf z}\},\qquad 0<\kappa<1 .
$$

The point at $\kappa=1$ on a cubic axis is called X, and the point $\tfrac12(1,1,1)$ is called L. The geometry needs no numerical value of $\kappa$.

The interface is a plane with unit normal $\mathbf n$. Any vector splits into a part along $\mathbf n$ and a part in the plane, $\mathbf k=\mathbf k_\parallel+\mathbf n(\mathbf n\cdot\mathbf k)$. The silicide is assumed to be strained into registry with silicon, and the interface atoms are assumed to have the same lateral period as an ideal silicon plane. This is a 1×1 interface. Every silicon translation $\mathbf R_\parallel$ that lies in the plane is then a symmetry of the whole contact, silicide included.

This symmetry is the reason for projecting the valleys. An energy eigenstate of the contact can be chosen so that

$$
\psi(\mathbf r+\mathbf R_\parallel)=e^{2\pi i\,\mathbf q_\parallel\cdot\mathbf R_\parallel}\,\psi(\mathbf r)
$$

for all in-plane translations. Deep in the silicon, the propagating part of $\psi$ is a sum of Bloch states. Under the same translation, a Bloch state of wave vector $\mathbf k$ acquires the factor $e^{2\pi i\,\mathbf k\cdot\mathbf R_\parallel}$, and $\mathbf k\cdot\mathbf R_\parallel=\mathbf k_\parallel\cdot\mathbf R_\parallel$ because $\mathbf R_\parallel$ has no normal component. The two factors must agree, so $(\mathbf k_\parallel-\mathbf q_\parallel)\cdot\mathbf R_\parallel$ must be an integer for every $\mathbf R_\parallel$. Hence

$$
\mathbf k_\parallel=\mathbf q_\parallel+\mathbf g ,
$$

where $\mathbf g$ is a vector of the two-dimensional reciprocal lattice of the interface. An electron that crosses elastically keeps its parallel wave vector up to such a $\mathbf g$. The normal component is not conserved, since the contact has no translation symmetry along $\mathbf n$.

The vectors $\mathbf g$ are the projections of the bulk vectors $\mathbf G$. One direction of this statement is immediate: the projection of $\mathbf G$ has the same product with every $\mathbf R_\parallel$ as $\mathbf G$ itself, and that product is an integer. For the other direction, let $\mathbf R_1,\mathbf R_2$ be a basis of the translations in the plane. The plane has integer Miller indices, so some bulk $\mathbf G$ is parallel to $\mathbf n$. Its product with any $\mathbf R$ is an integer, and therefore the heights $\mathbf n\cdot\mathbf R$ of the lattice translations are multiples of one smallest height. Let $\mathbf R_3$ be a translation with that height. From any $\mathbf R$ one can subtract a multiple of $\mathbf R_3$ and be left with an in-plane translation, so $\mathbf R_1,\mathbf R_2,\mathbf R_3$ form a basis of the bulk lattice.

The dual basis $\mathbf G_1,\mathbf G_2,\mathbf G_3$, defined by $\mathbf G_i\cdot\mathbf R_j=\delta_{ij}$, generates all bulk reciprocal vectors. The projections $\mathbf b_1,\mathbf b_2$ of $\mathbf G_1,\mathbf G_2$ obey $\mathbf b_i\cdot\mathbf R_j=\delta_{ij}$ for $i,j=1,2$, which makes them a basis of the interface reciprocal lattice. Every $\mathbf g$ is therefore a projected $\mathbf G$.

The third vector, $\mathbf G_3$, is orthogonal to $\mathbf R_1$ and $\mathbf R_2$ and so points along $\mathbf n$. It is the shortest reciprocal vector in that direction. All bulk states compatible with one $\mathbf k_\parallel$ thus lie on a single rod

$$
\mathbf k=\mathbf k_\parallel+s\,\mathbf n,
$$

where $s$ runs over an interval of length $|\mathbf G_3|$. States at $\mathbf k_\parallel+\mathbf g$ add nothing new: subtracting the bulk vector whose projection is $\mathbf g$ brings them back to the same rod. Since the components of $\mathbf G_1$ and $\mathbf G_2$ along $\mathbf n$ do not contribute to the triple product, one also has

$$
|\mathbf b_1\times\mathbf b_2|\,|\mathbf G_3|=|\mathbf G_1\cdot(\mathbf G_2\times\mathbf G_3)|=4 .
$$

The interface zone times the rod is as large as the bulk zone. Projection rearranges the bulk states without losing any.

For the (001) interface, the in-plane translations are $\tfrac12(i,j,0)$ with $i+j$ even. A basis and its dual are

$$
\mathbf R_{1,2}=\tfrac12(1,\pm1,0),\qquad \mathbf b_{1,2}=(1,\pm1,0).
$$

Indeed $\mathbf b_1\cdot\mathbf R_1=\tfrac12+\tfrac12=1$ and $\mathbf b_1\cdot\mathbf R_2=\tfrac12-\tfrac12=0$. The interface zone is a square of area $|\mathbf b_1\times\mathbf b_2|=2$. Its centre is called $\bar\Gamma$. The point $\bar{\mathrm M}=\tfrac12(\mathbf b_1+\mathbf b_2)=(1,0,0)$ has the distance 1 from each of the lattice points $0$, $\mathbf b_1$, $\mathbf b_2$ and $\mathbf b_1+\mathbf b_2$, so it is a corner of the square. The shortest bulk vector along the normal is $(0,0,2)$, because $(0,0,1)$ mixes even and odd components. The rod has length 2, and $2\times2=4$ as required.

For the (111) interface, the normal is $\mathbf n=(1,1,1)/\sqrt3$ and the in-plane translations satisfy $i+j+l=0$. They are generated by

$$
\mathbf R_1=\tfrac12(1,-1,0),\qquad \mathbf R_2=\tfrac12(0,1,-1),
$$

since $\tfrac12(i,j,l)=i\,\mathbf R_1+(i+j)\,\mathbf R_2$ when $l=-i-j$. To project a vector onto this plane, one subtracts one third of the sum of its components from each component. Applied to $(1,-1,-1)$ and $(1,1,-1)$, with sums $-1$ and $+1$, this gives

$$
\mathbf b_1=\tfrac13(4,-2,-2),\qquad \mathbf b_2=\tfrac13(2,2,-4).
$$

The products are $\mathbf b_1\cdot\mathbf R_1=\tfrac12\left(\tfrac43+\tfrac23\right)=1$, $\mathbf b_1\cdot\mathbf R_2=0$, $\mathbf b_2\cdot\mathbf R_1=0$ and $\mathbf b_2\cdot\mathbf R_2=\tfrac12\left(\tfrac23+\tfrac43\right)=1$, so this is the dual basis. Both vectors have the squared length $24/9=8/3$, and $\mathbf b_1\cdot\mathbf b_2=(8-4+8)/9=4/3$. The cosine of the angle between them is therefore $\tfrac12$. The lattice is hexagonal, and its six shortest vectors are $\pm\mathbf b_1$, $\pm\mathbf b_2$ and $\pm(\mathbf b_2-\mathbf b_1)$. The zone is a hexagon of area $\tfrac83\cdot\tfrac{\sqrt3}{2}=4/\sqrt3$. The rod has the length $|(1,1,1)|=\sqrt3$, and the product is again 4. Here $\bar{\mathrm M}$ denotes the midpoint of an edge of the hexagon, for example $\tfrac12\mathbf b_1$. The letter is the same as for the square zone, but the kind of point differs.

The projection of a valley is

$$
\mathbf k_\parallel=\kappa\,[\mathbf e-\mathbf n(\mathbf n\cdot\mathbf e)] .
$$

Its squared length follows from $\mathbf e^2=\mathbf n^2=1$:

$$
|\mathbf k_\parallel|^2=\kappa^2\left[1-2(\mathbf n\cdot\mathbf e)^2+(\mathbf n\cdot\mathbf e)^2\right]=\kappa^2\left[1-(\mathbf n\cdot\mathbf e)^2\right].
$$

On (001), the valleys along $\pm\hat{\mathbf z}$ have $(\mathbf n\cdot\mathbf e)^2=1$ and project onto $\bar\Gamma$. The other four have $\mathbf n\cdot\mathbf e=0$ and keep their full length. They lie at $(\pm\kappa,0,0)$ and $(0,\pm\kappa,0)$, on the lines from $\bar\Gamma$ to the corners, at the fraction $\kappa$ of the way.

On (111), every cubic axis makes the same angle with the normal, $(\mathbf n\cdot\mathbf e)^2=\tfrac13$. All six valleys project to the same distance $\kappa\sqrt{2/3}$ from the origin. For $\mathbf e=\hat{\mathbf x}$,

$$
\mathbf k_\parallel=\frac{\kappa}{3}(2,-1,-1)=\kappa\,\frac{\mathbf b_1}{2}=\kappa\,\bar{\mathrm M}.
$$

In the same way, $\hat{\mathbf y}$ gives $\kappa(\mathbf b_2-\mathbf b_1)/2$ and $\hat{\mathbf z}$ gives $-\kappa\,\mathbf b_2/2$, while the opposite valleys give the opposite points. The six projections thus lie on the six lines from $\bar\Gamma$ to the edge midpoints, again at the fraction $\kappa$.

A nonzero length does not yet prove that a valley misses the zone centre, because $\mathbf k_\parallel$ matters only up to a vector $\mathbf g$. A valley could be carried onto $\bar\Gamma$ by folding. It is not folded if its projection already lies inside the interface zone, that is, if it is closer to the origin than to any other lattice point. The condition $|\mathbf k_\parallel|^2<|\mathbf k_\parallel-\mathbf g|^2$ is equivalent to

$$
\mathbf k_\parallel\cdot\mathbf g<\tfrac12|\mathbf g|^2\qquad\text{for all }\mathbf g\neq0 .
$$

On (111), let $\mathbf k_\parallel=\tfrac12\kappa\,\mathbf g_1$, where $\mathbf g_1$ is one of the six shortest vectors. Then

$$
\mathbf k_\parallel\cdot\mathbf g\le\tfrac12\kappa\,|\mathbf g_1||\mathbf g|\le\tfrac12\kappa\,|\mathbf g|^2<\tfrac12|\mathbf g|^2 .
$$

The first step bounds a scalar product by the product of the lengths, the second uses that $\mathbf g_1$ is a shortest vector, and the third uses $\kappa<1$. On (001), every lattice vector has the form $\mathbf g=(p,q,0)$ with $p$ and $q$ both even or both odd. For the valley at $(\kappa,0,0)$ the condition reads $\kappa p<\tfrac12(p^2+q^2)$. It holds for $p\le0$, since the left side is not positive and the right side is. It holds for $p\ge2$, since $\tfrac12p^2\ge p>\kappa p$. For $p=1$ the integer $q$ is odd, so the right side is at least 1 and exceeds $\kappa$. The other three in-plane valleys follow by symmetry.

All these projections therefore lie strictly inside the zone. Two different interior points $\mathbf k_1,\mathbf k_2$ of the zone cannot differ by a $\mathbf g$: if $\mathbf k_1=\mathbf k_2+\mathbf g$, the condition for $\mathbf k_1$ gives $|\mathbf k_1|<|\mathbf k_1-\mathbf g|=|\mathbf k_2|$, while the condition for $\mathbf k_2$ gives $|\mathbf k_2|<|\mathbf k_2+\mathbf g|=|\mathbf k_1|$, a contradiction. The count is complete: (001) has two valleys at $\bar\Gamma$ and four at separate points, while (111) has six at separate points and none at $\bar\Gamma$. The result holds for any $\kappa$ between 0 and 1 and does not rest on the particular value in silicon.

The end points of this range show how the picture changes. As $\kappa\to0$, all valleys merge at $\bar\Gamma$ on both faces. At $\kappa=1$ they sit at the X points, where $+\mathbf e$ and $-\mathbf e$ differ by a reciprocal vector and count as one valley. On (111) the three remaining valleys then occupy the three inequivalent edge midpoints. On (001) one stays at $\bar\Gamma$ and the other two share the corner. The role of the faces is reversed for a semiconductor with its minima at L: the point $\tfrac12(1,1,1)$ is parallel to the (111) normal and projects onto $\bar\Gamma$ there, whereas on (001) it projects onto $\tfrac12\mathbf b_1$, the midpoint of an edge of the square. Of the four inequivalent L points, only this one reaches $\bar\Gamma$ on (111), where the other three project onto edge midpoints $\bar{\mathrm M}$. On (001) all four land on edge midpoints.

The cause can be read from the rods through $\bar\Gamma$. On (001) this rod is the line $(0,0,s)$ with $-1<s\le1$. It follows a cubic axis from $\Gamma$, the bulk zone centre, to X on either side, and it meets the valleys at $s=\pm\kappa$. On (111) it is the body diagonal from $\Gamma$ to L, and the cubic axes touch it at $\Gamma$ alone. An electron with zero parallel wave vector sees in silicon the bands along this one line and no others.

For an ideal 1×1 interface, two of silicon's six valleys project onto $\bar\Gamma$ on (001) and none do on (111), whatever the value of $\kappa$ between 0 and 1. It remains to find the energy at which the silicon conduction states begin at each $\mathbf k_\parallel$, how fast a wave decays where there are none, and how far these results hold for a real contact.
